# Van Vleck's formula for s core-hole exchange splitting and its limits, part 2

An electron is removed from the filled s shell of an ion $s^2l^N$ whose open shell has total spin $S$. We seek the energies and intensities of the lines that leave the ion in $s^1l^N$. The model assumes frozen orbitals, a single configuration and no spin–orbit coupling. Atomic units are used.

The orbitals are $\phi_s=(P_s/r)Y_{00}$ and $\phi_m=(P_l/r)Y_{lm}$, $m=-l,\dots,l$, with real $P$ and $\int_0^\infty P^2\,dr=1$. Electrons of spin $\sigma$ are created in them by $c^\dagger_\sigma$ and $a^\dagger_{m\sigma}$; $a^\dagger_{p\sigma}$ is the general creator. In the repulsion integral $(pq|uv)$ electron 1 carries $\phi_p^*\phi_q$ and electron 2 carries $\phi_u^*\phi_v$. With $r_<$ and $r_>$ the smaller and larger radius,

$$G^l=\iint P_s(r_1)P_l(r_1)\,\frac{r_<^l}{r_>^{l+1}}\,P_s(r_2)P_l(r_2)\,dr_1dr_2 ,$$

$$(sm'|ms)=K\,\delta_{mm'},\qquad K\equiv\frac{G^l}{2l+1}.\tag{4}$$

$K>0$ unless $P_sP_l$ vanishes identically. $F^0$ and $F^0_{ss}$ are the direct s–l and s–s integrals, and $h_{pq}$ is the spin-independent one-electron matrix, including the closed-shell potential.

The number operators are $n_\sigma=c^\dagger_\sigma c_\sigma$, $n_s=n_\uparrow+n_\downarrow$, $N_\sigma=\sum_ma^\dagger_{m\sigma}a_{m\sigma}$ and $N=N_\uparrow+N_\downarrow$. The spin $\mathbf s$ of the s orbital has $s_z=\tfrac12(n_\uparrow-n_\downarrow)$, $s_+=c^\dagger_\uparrow c_\downarrow$, $s_-=c^\dagger_\downarrow c_\uparrow$. The shell spin $\mathbf S$ has $S_z=\tfrac12(N_\uparrow-N_\downarrow)$, $S_+=\sum_ma^\dagger_{m\uparrow}a_{m\downarrow}$, $S_-=\sum_ma^\dagger_{m\downarrow}a_{m\uparrow}$.

The shell Hamiltonian is

$$H_l=\sum_{mm'\sigma}h_{mm'}a^\dagger_{m\sigma}a_{m'\sigma}+\frac12\sum_{m_1\dots m_4}\sum_{\sigma\tau}(m_1m_2|m_3m_4)\,a^\dagger_{m_1\sigma}a^\dagger_{m_3\tau}a_{m_4\tau}a_{m_2\sigma}.$$

The s–l exchange term, in its original form and as a spin operator, is

$$H_x=-K\sum_{\sigma\tau}c^\dagger_\sigma c_\tau\sum_m a^\dagger_{m\tau}a_{m\sigma},\tag{6}$$

$$H_x=-K\left(\tfrac12n_sN+2\,\mathbf s\cdot\mathbf S\right).\tag{7}$$

The Hamiltonian projected on fixed shell occupations is

$$H=h_{ss}\,n_s+F^0_{ss}\,n_\uparrow n_\downarrow+F^0n_sN-K\left(\tfrac12n_sN+2\,\mathbf s\cdot\mathbf S\right)+H_l .\tag{8}$$

## Parent states survive the ionization

$H_l$ commutes with $\mathbf S$. To see it, write $E_{mm'}=\sum_\sigma a^\dagger_{m\sigma}a_{m'\sigma}$. Anticommuting $a_{m_2\sigma}$ to the left gives $\sum_{\sigma\tau}a^\dagger_{m_1\sigma}a^\dagger_{m_3\tau}a_{m_4\tau}a_{m_2\sigma}=E_{m_1m_2}E_{m_3m_4}-\delta_{m_2m_3}E_{m_1m_4}$, so $H_l$ is built from the $E_{mm'}$ alone. The rule $[a^\dagger_ia_j,a^\dagger_ka_n]=\delta_{jk}a^\dagger_ia_n-\delta_{in}a^\dagger_ka_j$ for spin orbitals gives $[E_{mm'},S_+]=a^\dagger_{m\uparrow}a_{m'\downarrow}-a^\dagger_{m\uparrow}a_{m'\downarrow}=0$, the same for $S_-$, and $[E_{mm'},S_z]=0$ because $E_{mm'}$ flips no spin. This step fails when spin–orbit coupling is added to $H_l$.

The eigenstates of $H_l$ for $N$ electrons can therefore be chosen as $|\gamma SM\rangle$, with $\mathbf S^2=S(S+1)$, $S_z=M$, and an energy $E_\gamma$ that does not depend on $M$. The label $\gamma$ stands for everything else: $L$ and $M_L$ in a free ion, a point-group label in a crystal field, and the index that separates repeated terms such as the two $^2D$ terms of $d^3$, which $H_l$ itself mixes.

$H_l$ contains an even number of shell operators in every term, so it commutes with $c_\sigma$ and $c^\dagger_\sigma$. The initial state

$$|i\rangle=c^\dagger_\uparrow c^\dagger_\downarrow|\gamma SM\rangle$$

has $n_s=2$ and $n_\uparrow n_\downarrow=1$. The operator $\mathbf s$ annihilates it, since $s_z=0$ and $s_\pm$ would put a second electron into an occupied spin orbital. It is an eigenstate of (8) with

$$E_i=2h_{ss}+F^0_{ss}+2NF^0-NK+E_\gamma.\tag{9}$$

For the ion, consider the $2(2S+1)$ states $c^\dagger_\sigma|\gamma SM'\rangle$ with fixed $\gamma$ and $S$, called the parent block. $H_l$ equals $E_\gamma$ on all of them. The operators $\mathbf s$ and $\mathbf S$ change only $\sigma$ and $M'$, so $\mathbf s\cdot\mathbf S$ does not lead out of the block. On the block

$$H=h_{ss}+NF^0-\tfrac12NK+E_\gamma-KX,\qquad X\equiv2\,\mathbf s\cdot\mathbf S .\tag{10}$$

The core hole does not mix different terms of the open shell. Its direct potential is spherical and shifts all terms alike, and its exchange potential depends only on $\mathbf S$.

## The two energies

For $n_s=1$, $\mathbf s=\frac12\boldsymbol\sigma$ with the Pauli matrices, so $X=\boldsymbol\sigma\cdot\mathbf S$. The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $X^2=\mathbf S^2+i\epsilon_{ijk}\sigma_kS_iS_j$. Because $\epsilon_{ijk}$ is antisymmetric, $\epsilon_{ijk}S_iS_j=\frac12\epsilon_{ijk}[S_i,S_j]=\frac i2\epsilon_{ijk}\epsilon_{ijn}S_n=iS_k$, where $\epsilon_{ijk}\epsilon_{ijn}=2\delta_{kn}$ was used. Thus $X^2=S(S+1)-X$, which factorizes:

$$(X-S)(X+S+1)=0.\tag{11}$$

The eigenvalues of $X$ are $S$ and $-(S+1)$. The total spin of the ion is $\mathbf S'=\mathbf s+\mathbf S$, with $\mathbf S'^2=S(S+1)+\frac34+X$. For $X=S$ this is $S^2+2S+\frac34=(S+\frac12)(S+\frac32)$, so $S'=S+\frac12$. For $X=-(S+1)$ it is $S^2-\frac14=(S-\frac12)(S+\frac12)$, so $S'=S-\frac12$. The multiplicities $n_\pm$ follow from the trace: the Pauli matrices are traceless, so $n_+S-n_-(S+1)=0$, and with $n_++n_-=2(2S+1)$ this gives $n_+=2S+2$ and $n_-=2S$. These are the values $2S'+1$. For $S=0$ there is no low-spin state.

The binding energy is $E_B=E_f-E_i$. Subtracting (9) from (10), the shell energy $E_\gamma$ cancels:

$$E_B=-h_{ss}-F^0_{ss}-NF^0+\tfrac12NK-KX=B_0-KX,\qquad B_0\equiv-h_{ss}-F^0_{ss}-NF^0+\tfrac12NK .$$

The two lines lie at

$$E_B(S+\tfrac12)=B_0-KS,\qquad E_B(S-\tfrac12)=B_0+K(S+1),\tag{12}$$

and their distance is

$$\Delta E=E(S-\tfrac12)-E(S+\tfrac12)=K(S+1)+KS=(2S+1)\,\frac{G^l}{2l+1}.\tag{13}$$

Since $K>0$, the high-spin ion has the lower energy, and its line appears at the lower binding energy and the higher photoelectron kinetic energy. The physical cause is the exchange hole: electrons of parallel spin have a spatial amplitude that vanishes at coincidence, and their repulsion is reduced.

$B_0$ depends on $N$ but not on $\gamma$. In this model all parents with the same $N$ and $S$ give the same pair of lines, whatever their $L$ or crystal-field label. A thermal population of several parents gives one doublet for each populated value $S>0$, and a single line for $S=0$ if it is populated.

## Line weights in the sudden approximation

The radiation acts through a spin-independent one-electron operator $T=\sum_{pq\tau}t_{pq}\,a^\dagger_{p\tau}a_{q\tau}$. The final state of the whole system is taken as $b^\dagger_{\sigma}|f\rangle$, where $|f\rangle$ is an eigenstate of the ion and $b^\dagger_\sigma$ creates the photoelectron in a continuum orbital $\kappa$ that is orthogonal to the bound orbitals and is the same for both spins of the ion. This is the sudden approximation: the fast electron leaves without further direct or exchange scattering that would distinguish the ionic states. The amplitude is $\langle f|\,b_\sigma T\,|i\rangle$. Anticommuting $b_\sigma$ to the right gives $b_\sigma a^\dagger_{p\tau}a_{q\tau}=\delta_{p\kappa}\delta_{\sigma\tau}a_{q\sigma}-a^\dagger_{p\tau}b_\sigma a_{q\tau}$, and the second term annihilates $|i\rangle$, in which the continuum orbital is empty. The amplitude is $\sum_qt_{\kappa q}\langle f|a_{q\sigma}|i\rangle$. For $|f\rangle$ in $s^1l^N$ only $q=s$ contributes, since removal from any other shell leads to a different configuration. If $|t_{\kappa s}|^2$ and the density of continuum states vary negligibly over the interval $\Delta E$, which requires a kinetic energy large compared with $\Delta E$ and away from zeros or resonances of the matrix element, the intensity for photoelectron spin $\sigma$ is proportional to

$$w_\sigma(f)=|\langle f|c_\sigma|i\rangle|^2 .$$

The states left by the removal follow from the anticommutation rules:

$$|\chi_\uparrow\rangle=c_\uparrow c^\dagger_\uparrow c^\dagger_\downarrow|\gamma SM\rangle=c^\dagger_\downarrow|\gamma SM\rangle,\qquad |\chi_\downarrow\rangle=c_\downarrow c^\dagger_\uparrow c^\dagger_\downarrow|\gamma SM\rangle=-c^\dagger_\uparrow|\gamma SM\rangle .$$

Both are normalized and both lie in the parent block of the initial state. The blocks of other parents are orthogonal to them and receive no intensity. The spectrum has at most the two lines (12), although the configuration $s^1l^N$ has more levels than that when $1<N<4l+1$.

The weight of a line is the sum of $w_\sigma(f)$ over all $|f\rangle$ with that energy, which is the expectation value of the projector on the eigenspace. From (11), the operators

$$\mathcal P_+=\frac{X+S+1}{2S+1},\qquad \mathcal P_-=\frac{S-X}{2S+1}$$

take the values 1 and 0 for $X=S$ and the values 0 and 1 for $X=-(S+1)$, so they are these projectors. In the product state with s spin projection $m_s$ and shell projection $M$, the flip terms $s_\pm S_\mp$ lead to orthogonal states and have no expectation value, so $\langle X\rangle=2m_sM$. Removal of a spin-up electron leaves $m_s=-\frac12$ and $\langle X\rangle=-M$; removal of a spin-down electron leaves $m_s=+\frac12$ and $\langle X\rangle=+M$. The weights are

$$w_\uparrow^{+}=\frac{S+1-M}{2S+1},\quad w_\uparrow^{-}=\frac{S+M}{2S+1},\qquad w_\downarrow^{+}=\frac{S+1+M}{2S+1},\quad w_\downarrow^{-}=\frac{S-M}{2S+1},\tag{14}$$

where the superscript gives the sign in $S'=S\pm\frac12$. Each removal has total weight 1. A detector that does not resolve spin adds the two rows, and $M$ cancels:

$$I_+=\frac{2S+2}{2S+1},\qquad I_-=\frac{2S}{2S+1},\qquad \frac{I_+}{I_-}=\frac{S+1}{S}.\tag{15}$$

No average over $M$ was needed. The result holds also for any superposition $|\Phi\rangle$ of shell states with the same $S$, because $\sum_\sigma\langle\chi_\sigma|X|\chi_\sigma\rangle=\mathrm{tr}(\boldsymbol\sigma)\cdot\langle\Phi|\mathbf S|\Phi\rangle=0$. A magnetized sample and a paramagnetic one show the same spin-integrated doublet in this model. The ratio equals the ratio of the spin multiplicities $2S'+1$; the orbital degeneracy does not enter, because removal of an s electron leaves $\gamma$ unchanged.

The weighted mean position follows from (12) and (15): $I_+(-KS)+I_-K(S+1)=K[-(2S+2)S+2S(S+1)]/(2S+1)=0$. The centroid of the doublet is $B_0$. The strong line lies $KS$ below it and the weak line $K(S+1)$ above it.

With spin resolution the lines are polarized. Defining the polarization as $(w_\uparrow-w_\downarrow)/(w_\uparrow+w_\downarrow)$, equation (14) gives $-M/(S+1)$ for the high-spin line and $+M/S$ for the low-spin line. At $M=S$ the low-spin line contains only spin-up electrons. Removal of a spin-down electron then leaves a state with $S'_z=S+\frac12$, which can only be high spin.

## Limiting cases

For $S=0$, as in a closed shell or a low-spin $d^6$ ion, $X=0$ on the block, $I_-=0$, and a single line appears at $B_0$. Formula (13) would give $K$ for the distance to a line that does not exist, so it needs $S>0$.

For $N=1$ and $S=\frac12$, the ion has the configuration $s^1l^1$, $\Delta E=2K$ is the familiar singlet–triplet interval, and the ratio is 3:1. The derivation also covers $l=0$, an outer s electron of different principal quantum number, with $K=G^0$.

For large $S$, $\Delta E\to2SK$ with relative correction $1/2S$, and the ratio tends to 1. The shell spin then acts as a fixed classical vector, the core spin points along it or against it with energies $\mp KS$, and the two cases are equally likely.

At fixed orbitals the splitting depends on $N$ only through $S$. A comparison across a series of ions involves in addition the change of $G^l$ with nuclear charge and ionic charge.

## Why two hole determinants give $2SK$

A mean-field treatment describes the ion by the single states $|\chi_\uparrow\rangle$ and $|\chi_\downarrow\rangle$, which are determinants when $|\gamma SM\rangle$ is one. With frozen common orbitals their binding energies are $B_0-K\langle X\rangle$:

$$E_B(\chi_\uparrow)=B_0+KM,\qquad E_B(\chi_\downarrow)=B_0-KM .$$

These are the negatives of the diagonal elements of the spin-up and spin-down Fock operators, $\varepsilon_\sigma=h_{ss}+F^0_{ss}+NF^0-N_\sigma K$, as follows from $N_{\uparrow,\downarrow}=\frac12N\pm M$. Their spin average is $-B_0$. Their difference at $M=S$ is $2SK$, smaller than (13) by $K$. The state $|\chi_\downarrow\rangle$ is then pure high spin and its energy agrees with (12). The state $|\chi_\uparrow\rangle$ is a mixture with weights $1/(2S+1)$ and $2S/(2S+1)$, and its energy is the weighted mean

$$\frac{1}{2S+1}(B_0-KS)+\frac{2S}{2S+1}\big(B_0+K(S+1)\big)=B_0+K\,\frac{-S+2S^2+2S}{2S+1}=B_0+KS .$$

With frozen common orbitals, the determinant gap must be multiplied by $(2S+1)/2S$ to obtain the multiplet splitting.

## Unequal exchange constants

Covalent mixing with ligands can give the orbitals of the open shell different amplitudes on the metal, so that the exchange with the core orbital becomes $K_m$, different for each orbital. Take the simplest model, in which the exchange matrix stays diagonal and nothing else changes. Repeating the step from (6) to (7) for each $m$ gives, for $n_s=1$,

$$H_x=-\sum_mK_m\left(\tfrac12n_m+2\,\mathbf s\cdot\mathbf s_m\right),$$

with $n_m$ and $\mathbf s_m$ the number and spin operators of orbital $m$. This operator commutes with the total spin $\mathbf S'$, because each scalar product does, but not with $\mathbf S^2$ of the shell. For $1<N<4l+1$ it in general mixes parents of different $S$, and the two-line result is lost. With one electron or one hole in the shell only $S=\tfrac12$ exists, so parents of different $S$ cannot mix. Unequal $K_m$ can still mix different orbital states of the shell if $h_{mm'}$ is not diagonal in the same orbitals, and more than two lines can then appear.

The half-filled high-spin shell, $N=2l+1=2S$, can be solved for the first two moments. Write $K_m=\bar K+\delta_m$ with $\sum_m\delta_m=0$. The part with $\bar K$ is the problem already solved. On singly occupied orbitals the rest is $\delta H=-\sum_m\delta_m\Pi_m$, where $\Pi_m=\frac12+2\,\mathbf s\cdot\mathbf s_m$ interchanges the spins of orbitals $s$ and $m$. The state with all spins up is unchanged by every $\Pi_m$, so $\delta H$ gives $-\sum\delta_m=0$ on it and on the whole high-spin multiplet: the high-spin line stays sharp. The initial state has $\mathbf s=0$ and a total exchange $-\sum_mK_m=-N\bar K$, and it is also unaffected by the $\delta_m$.

Let $|j\rangle$ be the state with all $N+1$ orbitals singly occupied, creators in fixed order, and only the spin in orbital $j$ down. Then $\Pi_m|s\rangle=|m\rangle$, $\Pi_m|m\rangle=|s\rangle$ and $\Pi_m|m'\rangle=|m'\rangle$ for $m'\ne m$. The high-spin member is the symmetric sum $|\psi_+\rangle=(N+1)^{-1/2}\sum_j|j\rangle$. Spin-up removal leaves $|s\rangle$, and its low-spin part is $|s\rangle-|\psi_+\rangle\langle\psi_+|s\rangle=\big(N|s\rangle-\sum_m|m\rangle\big)/(N+1)$, or normalized

$$|\psi_-\rangle=\frac{N|s\rangle-\sum_m|m\rangle}{\sqrt{N(N+1)}} .$$

With $|\delta\rangle=\sum_m\delta_m|m\rangle$,

$$\sum_m\delta_m\Pi_m|s\rangle=|\delta\rangle,\qquad \sum_m\delta_m\Pi_m\sum_{m'}|m'\rangle=\sum_m\delta_m\Big(|s\rangle+\sum_{m'}|m'\rangle-|m\rangle\Big)=-|\delta\rangle,$$

so $\delta H|\psi_-\rangle=-(N+1)|\delta\rangle/\sqrt{N(N+1)}$. The overlap $\langle\psi_-|\delta\rangle$ is proportional to $\sum\delta_m=0$, so the mean energy of the low-spin lines is not shifted and lies $(2S+1)\bar K$ above the high-spin line. Since $|\psi_-\rangle$ is an eigenstate of $H-\delta H$, the variance of the low-spin lines is the squared norm of $\delta H|\psi_-\rangle$:

$$\sigma_-^2=\frac{N+1}{N}\sum_m\delta_m^2 .$$

As a model with round parameters, take a normalized s function made of two normalized Gaussians with exponents 2.0 and 0.4 bohr⁻² and coefficients 1.0 and −1.2, which has one node, and a single d Gaussian with exponent 0.8 bohr⁻². Trapezoidal quadrature on a logarithmic radial grid gives $G^2=0.26458$ hartree and $K=0.052916$ hartree. Scale the five diagonal exchange integrals by 0.7, 0.85, 1.0, 1.15 and 1.4. The mean factor is 1.02, so $\bar K=0.053974$ hartree and the centroid gap is $6\bar K=0.32385$ hartree. The deviations of the factors from the mean are −0.32, −0.17, −0.02, 0.13 and 0.38, their squares add to 0.293, and $\sigma_-=0.052916\times\sqrt{1.2\times0.293}=0.03138$ hartree, about a tenth of the gap.

Van Vleck's splitting and intensity ratio have been derived within the single-configuration model, and the effect of unequal exchange constants has been examined. What remains is spin–orbit coupling in the open shell, configuration mixing in the ion, and a numerical example, the 3s hole of Mn²⁺.

All numerical values are calculated from the stated model.
